# Transient hydrogen permeation and diffusivity from the breakthrough curve, part 2

Hydrogen diffuses through an initially empty metal membrane of thickness $L$, from the entry face $x=0$, held at concentration $c_0$, to the exit face $x=L$, held at zero. Here $c(x,t)$ is the lattice concentration, $C(x,t)$ the total content per volume (equal to $c$ without traps), $D$ the constant lattice diffusivity and $J=-D\,\partial c/\partial x$ the flux. The exit current density is $i=FJ(L,t)$, with $F$ the Faraday constant. The subscript $s$ marks the steady state, where $J_\infty=Dc_0/L$ and the current density is $i_\infty$.

The first derivation solved for the whole trap-free curve:

$$\frac{J}{J_\infty}=1+2\sum_{n=1}^{\infty}(-1)^n e^{-n^2\pi^2\tau},\qquad \tau=\frac{Dt}{L^2}. \tag{1}$$

The late straight line of the accumulated exit amount meets the time axis at the time lag

$$t_{\rm lag}=\frac{L^2}{6D},\qquad\text{so that}\qquad D=\frac{L^2}{6\,t_{\rm lag}}. \tag{2}$$

If a trap-free record ends 1 % below the plateau, the tangent there makes $D$ about 3 % too high.

Four other readings also give $D$: the half-rise time, $0.1388\,L^2/D$; the early slope of $\ln(J\sqrt t)$ against $1/t$, $-L^2/(4D)$; the late slope of $\ln(1-J/J_\infty)$ against $t$, $-\pi^2D/L^2$; and the steepest tangent's intercept with the time axis, $0.0505\,L^2/D$.

The second derivation multiplied $\partial C/\partial t=-\partial J/\partial x$ by the weight $x$ and integrated over the membrane:

$$L\,J(L,t)=Dc_0-\frac{dM}{dt},\qquad M(t)=\int_0^LxC\,dx. \tag{5}$$

Integrating in time gave

$$t_{\rm lag}=\frac{M_s}{Dc_0},\qquad M_s=\int_0^LxC_s\,dx, \tag{6}$$

Without traps $C_s=c_0(1-x/L)$, which again gives $L^2/(6D)$.

The example is a nickel foil with $L=25$ µm at 298 K, $D=6\times10^{-10}$ cm²/s and $i_\infty=1$ µA/cm². Its lag is 1736 s, and $c_0=4.3\times10^{-5}$ mol/cm³, or $2.85\times10^{-4}$ hydrogen atoms per nickel atom.

### What each derivation assumes

Both derivations assume one-dimensional transport, constant $D$, an empty start and faces held at $c_0$ and zero. The first also assumes that all hydrogen is mobile at every moment. In return it gives the complete curve and therefore several readings of $D$. The second needs the content only at the start and in the steady state. It gives one number and says nothing about the shape of the rise or the time needed to reach the plateau.

The second derivation shows directly how the lag changes when an assumption is relaxed. If hydrogen is already present, integration of (5) replaces $M_s$ by $M_s-M(0)$, so residual hydrogen shortens the lag. If the entry concentration takes time to reach $c_0$, then $Dc_0$ in (5) becomes $Dc(0,t)$, and the lag grows by $\int_0^\infty[1-c(0,t)/c_0]\,dt$. If $D$ depends on concentration, the integral of $J$ is still constant, but the steady profile is no longer straight and the factor six is lost in general.

### Resistance at a face

Suppose the entry face passes hydrogen at the finite rate $J(0,t)=k[c_0-c(0,t)]$, with transfer coefficient $k$. Define $h=D/k$ and $w=h/L$. The suitable weight is now $x+h$:

$$\frac{d}{dt}\int_0^L(x+h)c\,dx=-(L+h)J(L,t)+hJ(0,t)+Dc(0,t).$$

Since $hJ(0,t)=D[c_0-c(0,t)]$, the unknown surface concentration cancels and the last two terms add up to $Dc_0$. The steady flux is $J_\infty=Dc_0/(L+h)$, and the steady surface concentration is $c_0-J_\infty/k=c_0/(1+w)$. Integrating in time as before,

$$t_{\rm lag}=\frac{1}{Dc_0}\,\frac{c_0}{1+w}\int_0^L(x+h)\left(1-\frac xL\right)dx=\frac{1}{D(1+w)}\left(\frac{L^2}6+\frac{hL}2\right).$$

With $h=wL$ this becomes

$$t_{\rm lag}=\frac{L^2}{6D}\,\frac{1+3w}{1+w}. \tag{7}$$

When $w\to\infty$ with $kc_0$ fixed, the entry flux itself is fixed and the lag is $L^2/(2D)$. Using the factor six in that case makes $D$ three times too small.

A resistance at the exit, $J(L,t)=kc(L,t)$, gives the same result. The weight $x$ leads to $-LJ(L,t)+D[c_0-c(L,t)]$, and $Dc(L,t)=hJ(L,t)$, so $(L+h)J(L,t)=Dc_0-dM/dt$. The steady profile is $c_0[1-x/(L+h)]$, and its moment is

$$M_s=c_0L^2\left[\frac12-\frac1{3(1+w)}\right]=\frac{c_0L^2}{6}\,\frac{1+3w}{1+w}.$$

Numerical transients with $w=0.1$ and $w=1$, applied to each face in turn, agreed with (7) to within 0.1 %.

### Traps

Let traps of density $N_T$ hold immobile hydrogen, with a fraction $\theta$ of them filled. Capture is proportional to $c(1-\theta)$ and release to $\theta$. In the steady state the two balance, so $\theta/(1-\theta)=\beta c$ with a constant $\beta$, and the trapped content is

$$N_T\theta=\frac{N_T\beta c}{1+\beta c}=\frac{a\,c}{1+s\,c/c_0},\qquad a=N_T\beta,\quad s=\beta c_0=\frac{ac_0}{N_T}.$$

Here $a$ is the ratio of trapped to lattice hydrogen at low filling, and $s$ measures saturation. With no net exchange, the steady lattice flux is uniform and the lattice profile remains straight. Adding the trapped content to $M_s$ in (6), with $y=1-x/L$, gives

$$t_{\rm lag}=\frac{L^2}{6D}(1+E),\qquad E=6a\int_0^1\frac{y(1-y)}{1+sy}\,dy .$$

Polynomial division turns the integrand into

$$\frac{y(1-y)}{1+sy}=-\frac ys+\frac{1+s}{s^2}-\frac{1+s}{s^2}\,\frac1{1+sy},$$

and integration term by term yields

$$E=6a\left[\frac1{2s}+\frac1{s^2}-\frac{(1+s)\ln(1+s)}{s^3}\right]. \tag{8}$$

Two bounds follow from the integral. Since $1+sy>1$ inside the membrane, $E<6a\cdot\tfrac16=a$. Since $1+sy>sy$, also $E<6a/(2s)=3N_T/c_0$. Trapping is therefore negligible for the lag if either $a$ or $3N_T/c_0$ is much smaller than one. In the second case the traps may be deep, because they soon hold all they can.

The trapping rates do not appear in (8), since only the steady filling enters. Numerical transients with $a=2$ and $s=3$, at release rates of $5D/L^2$ and $500D/L^2$, both gave the predicted $E$ to within 0.5 % of its value. The rates do affect the shape of the rise, and (8) is read correctly only from a record much longer than the release time. With the same $a$ and $s$, for which $E=0.87$, and a release rate of $0.02D/L^2$, the flux passes 99 % of its plateau at $\tau\approx0.65$, and the tangent there gives practically the trap-free lag. The earlier estimate for a record ending 1 % below the plateau applies to a trap-free membrane only.

Dilute traps that exchange quickly are harder to recognise. Their content follows $ac$ at every moment, so conservation becomes $(1+a)\,\partial c/\partial t=D\,\partial^2c/\partial x^2$. This is the original problem with $D$ replaced by $D/(1+a)$. The curve keeps its shape and its times still scale as $L^2$. Neither a good fit to (1) nor a series of thicknesses can show that such traps are absent.

### What the five readings reveal

Three synthetic records were computed for the nickel foil by dividing it into 200 cells and balancing the hydrogen in each. One has no traps, one has dilute fast traps with $a=1$, and one has a fixed entry flux without traps. The early slope was fitted between 2 % and 60 % of the plateau, and the late slope between 90 % and 99 %. The table gives the apparent $D$ in $10^{-10}$ cm²/s; the value put in was 6. For a fixed entry flux the early plot is curved, so its slope depends on the sampling: about 3.7 for points evenly spaced in $t$ and about 4.0 for points evenly spaced in $1/t$.

| Reading | No traps | Dilute traps | Fixed entry flux |
|---|---:|---:|---:|
| Time lag | 6.00 | 3.00 | 2.00 |
| Half rise | 6.00 | 3.00 | 2.20 |
| Early slope | 6.00 | 3.01 | 3.7 |
| Late slope | 6.00 | 3.00 | 1.50 |
| Steepest tangent | 6.00 | 3.01 | 3.95 |

The fixed entry flux betrays itself, because the readings disagree. Its late slope is a quarter of the expected one: the decaying modes must now have zero gradient at the entry, so the slowest is $\cos(\pi\xi/2)$, which decays at the rate $\pi^2/4$ in $\tau$ instead of $\pi^2$. The dilute traps give five consistent readings of the wrong quantity, $D/2$. Agreement among the readings thus speaks against a gross departure such as a fixed entry flux, but leaves this kind of trapping open. It can also hide a small surface resistance, which to first order acts like an extra thickness $h$: for small $w$, equation (7) lengthens the lag by the factor $1+2w\approx(1+w)^2$. At $w=0.02$ all five readings of $D$ are between 3.5 % and 3.9 % too low, so they still agree closely. Comparison with a well-annealed specimen can reveal traps that annealing removes, but not those that both specimens share. A series of thicknesses can test for the resistance, because $w=D/(kL)$ falls as the membrane gets thicker.

### The nickel foil in practice

Near room temperature, diffusion in nickel is slow enough for a thin foil to give a lag of about half an hour. Let the foil be well annealed, with columnar grains 200 µm wide. This is coarse, eight times the foil thickness. Columns of square cross-section and width $d$ have a boundary area per volume of $2/d$. With an assumed $1.6\times10^{15}$ trap sites per cm² of boundary, there are $1.75\times10^{-6}$ trap sites per nickel atom.

Assume a binding energy of 0.2 eV relative to a lattice site, and one lattice site per nickel atom. In equilibrium the ratio $\theta/(1-\theta)$ is the lattice filling multiplied by the Boltzmann factor of the binding energy, here about 2410. At the entry this gives $s=2.85\times10^{-4}\times2410\approx0.69$, and $a=1.75\times10^{-6}\times2410\approx0.0042$. Equation (8) then raises the lag by 0.3 %. For any binding energy, the increase due to these sites stays below

$$\frac{3N_T}{c_0}=\frac{3\times1.752\times10^{-6}}{2.848\times10^{-4}}\approx0.0185 .$$

This ceiling bounds the lag only. Early in the rise the concentration near the exit is low and the traps there are far from full. For traps in local equilibrium at 0.3 eV, where $a\approx0.21$, the early slope and the steepest tangent give $D$ about 9 % and 7 % too low, and at 0.4 eV roughly 17 % and 15 %, while the lag, half-rise and late-slope readings stay within 2 %. The ceiling also depends on the charging level. With 0.3 eV traps the lag increases by 1.6 %, but by 8.5 % if the entry concentration is ten times lower and all else is held fixed. A lag that changes with charging level can therefore point to saturable traps, although a concentration-dependent $D$ or a surface resistance that varies with charging can also change it.

Foils with fine grains or heavy cold work can break the assumption of negligible trapping. In the columnar model $N_T$ varies as $1/d$, so grains 2 µm wide would raise the ceiling a hundredfold, to about 1.8. The lag could then approach nearly three times its trap-free value if the binding were strong enough.

Boundaries may also carry hydrogen. At the entry, the ratio of boundary to lattice hydrogen is $a/(1+s)\approx0.0025$. If continuous boundaries cross the foil and their hydrogen has a constant diffusivity ten times that of lattice hydrogen, an assumed ratio, they add about 2.5 % to the steady flux. This estimate does not give the change in the lag.

The surface conditions can be sized with (7). Suppose that the charging current density $i_c=1000$ µA/cm² is balanced by recombination, proportional to the square of the subsurface concentration, and by the current $i$ entering the metal. Then $c(0)/c_0=\sqrt{1-i/i_c}\approx1-i/(2i_c)$ when $i\ll i_c$. Comparison with $i=Fk[c_0-c(0)]$ gives $Fk=2i_c/c_0$, and hence

$$w=\frac{D}{kL}=\frac{FDc_0}{2i_cL}=\frac{i_\infty}{2i_c}=5\times10^{-4}.$$

The lag grows by 0.1 %. The linear form fails at the very start, when the entering current is not small compared with $i_c$. At the exit, a surface film that slows the transfer of hydrogen matters more than 1 % if it lowers $k$ below about $5\times10^{-5}$ cm/s.

If the boundaries carry little hydrogen, $D$ is read from the lag, and the background current is subtracted well (an offset of 0.05 µA/cm² left in makes $D$ about 5 % too high), temperature and thickness are the larger concerns for this annealed foil at the stated charging level. With a rough activation energy of 0.41 eV, $D$ rises by 5.5 % per kelvin. A thickness taken 0.5 µm too large makes $D$ too large by $(25.5/25)^2-1=4.0$ %. Sideways spreading at the edge of an exposed disc of radius 0.5 cm is of order $L$ divided by the radius, or 0.5 %. A diffusivity good to a few per cent therefore requires temperature control well within one kelvin and a thickness known to a fraction of a micrometre. The numerical output lists the main inputs and results for this foil.

## Computed results

```
IDEAL CURVE (tau = D t/L^2, dimensionless)
J/J_steady at the time lag: 0.6167
tau at half rise: 0.1388
tau at 63 percent rise: 0.1703
tau at inflection: 0.0918
tau of inflection-tangent intercept: 0.0505
one-term early form, error in J at tau=0.3: 0.13 %
one-term late form, error in 1-J/Js at tau=0.2: 0.27 %
solver lag, fixed concentration: 0.1667
solver lag, fixed entry flux: 0.5000
NICKEL FOIL, INPUTS
thickness: 25 um; temperature: 298 K
diffusivity put in: 6.00e-10 cm^2/s
steady current: 1.0 uA/cm^2
charging current: 1000 uA/cm^2
NICKEL FOIL, RESULTS
L^2/D: 10417 s
time lag L^2/(6D): 1736 s = 0.482 h
half-rise time: 1446 s
tangent intercept time: 526 s
entry concentration c0: 4.318e-05 mol/cm^3
H per Ni atom at entry: 2.85e-04
exit charge deficit: 1736 uC/cm^2
APPARENT D in 1e-10 cm^2/s: clean | dilute traps a=1 | fixed entry flux
time lag: 6.000 | 3.000 | 2.000
half-rise: 6.000 | 3.000 | 2.199
early slope: 6.001 | 3.007 | 3.709
late slope: 6.000 | 2.999 | 1.500
tangent: 6.003 | 3.005 | 3.955
NEGLECTED EFFECTS
grain size: 200 um; trap sites per Ni: 1.75e-06
boundary sites per area: 1.6e+15 cm^-2
0.2 eV traps: a = 0.0042, s = 0.687
lag increase, 0.2 eV traps: 0.32 %
lag increase, 0.3 eV traps: 1.56 %
same, entry concentration ten times lower: 8.5 %
ceiling for these sites, any binding: 1.85 %
boundary flux, 0.2 eV, mobility x10: 2.5 % of lattice flux
entry resistance w: 5.0e-04; lag increase: 0.10 %
exit coefficient k for 1 % lag increase: 4.8e-05 cm/s
D change per +1 K (activation 0.41 eV): 5.5 %
D error for +0.5 um in L: 4.0 %
edge spreading, order L/radius (0.5 cm): 0.5 %
```
